**Helium: energy convergence versus polarizability convergence**

The program shows that s functions centred on the nucleus give helium a converged Hartree-Fock (HF) energy and zero static dipole polarizability $\alpha$. It then adds one p shell of exponent $\zeta$ and finds the values that maximize $\alpha$ and that minimize the full configuration interaction (FCI) energy. The HF response formula is $\alpha=4\,b\cdot A^{-1}b$, with $b=z\varphi$ and $A=h+J-\varepsilon+2K$; here $\varphi$ is the occupied orbital, $\varepsilon$ its energy, $h$ the one-electron Hamiltonian, and $J$ and $K$ the Coulomb and exchange matrices of $\varphi$. Assertions compare the HF and FCI response formulas with second differences of finite-field energies, and the pair FCI energy with that of pyscf. Others check that a d shell leaves the HF polarizability unchanged and that the response p orbital is larger than the correlation p orbital. The output gives optimal exponents of 0.245 bohr⁻² for the HF polarizability and 1.273 bohr⁻² for the FCI energy, a ratio of 5.20. It also shows that cc-pVQZ has a lower energy than aug-cc-pVDZ but a much poorer polarizability, measured against aug-cc-pVQZ.

## Verification by program

```python
"""Helium: a basis converged for the energy need not be converged for alpha.

Result under test: with s functions on the nucleus only, the static dipole
polarizability alpha is zero although the Hartree-Fock (HF) energy is converged.
With one added p shell of exponent zeta, the zeta that maximizes alpha is much
smaller than the zeta that minimizes the full-CI (FCI) energy.
HF response formula: alpha = 4 b.A^-1.b, b = z phi, A = h + J - eps + 2K,
phi = doubly occupied orbital, eps = its energy, J and K = Coulomb and exchange
matrices of phi. FCI response: alpha = 2 d.(H-E0)^-1.d, d = (z1+z2) Psi0.
Atomic units: energy in hartree, length in bohr, alpha in bohr^3.
"""
from types import SimpleNamespace
import numpy as np
from scipy.linalg import eigh, solve
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, scf, fci


def shells(l, exponents):
    return [[l, [float(e), 1.0]] for e in exponents]


def atom_integrals(basis):
    """Integrals in symmetrically orthonormalized functions (keeps l and m)."""
    mol = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
    w, u = eigh(mol.intor("int1e_ovlp"))
    x = (u / np.sqrt(w)) @ u.T
    eri = mol.intor("int2e")
    for _ in range(4):
        eri = np.tensordot(eri, x, axes=(0, 0))
    h = x @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ x
    z = x @ mol.intor("int1e_r")[2] @ x
    r2 = x @ mol.intor("int1e_r2") @ x
    return SimpleNamespace(mol=mol, h=h, z=z, r2=r2, eri=eri, n=len(h))


def solve_hf(a, field=0.0):
    """Two-electron HF; the starting orbital is deliberately polarized."""
    h = a.h + field * a.z
    orb = eigh(h + 0.1 * a.z)[1][:, 0]
    for _ in range(80):
        new = eigh(h + a.eri @ orb @ orb)[1][:, 0]
        orb = orb + np.sign(new @ orb) * new
        orb /= np.linalg.norm(orb)
    coul = a.eri @ orb @ orb
    energy = 2 * orb @ h @ orb + orb @ coul @ orb
    return SimpleNamespace(e=energy, orb=orb, coul=coul,
                           eps=orb @ (h + coul) @ orb)


def hf_response(a):
    g = solve_hf(a)
    g.exch = np.einsum("prqs,r,s->pq", a.eri, g.orb, g.orb)
    g.A = a.h + g.coul - g.eps * np.eye(a.n) + 2 * g.exch
    g.b = a.z @ g.orb
    g.first = solve(g.A, g.b)
    g.alpha = 4 * g.b @ g.first
    return g


def pair_matrices(a):
    """Hamiltonian and dipole operator in all singlet two-electron states."""
    n, one = a.n, np.eye(a.n)
    i, j = np.triu_indices(n)
    weight = np.where(i == j, np.sqrt(0.5), 1.0)

    def singlet(full):
        rows = full[i * n + j]
        return weight[:, None] * weight * (rows[:, i * n + j] + rows[:, j * n + i])

    ham = np.kron(a.h, one) + np.kron(one, a.h)
    ham += a.eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    dip = np.kron(a.z, one) + np.kron(one, a.z)
    return singlet(ham), singlet(dip)


def lowest(matrix):
    w, v = eigh(matrix, subset_by_index=[0, 0])
    return w[0], v[:, 0]


def ci_response(a):
    ham, dip = pair_matrices(a)
    e0, c0 = lowest(ham)
    d = dip @ c0
    shifted = ham - e0 * np.eye(len(ham)) + np.outer(c0, c0)
    return e0, 2 * d @ solve(shifted, d)


def ci_energy(a):
    return lowest(pair_matrices(a)[0])[0]


def finite_field_alpha(energy, f=0.005):
    e0 = energy(0.0)
    coarse, fine = [-(energy(s) - 2 * e0 + energy(-s)) / s**2
                    for s in (2 * f, f)]
    return (4 * fine - coarse) / 3


# --- s functions only: converged HF energy, no polarizability
s_exp = 0.10 * 2.2 ** np.arange(14)
s_set = shells(0, s_exp)
s_only = atom_integrals(s_set)
s_dense = atom_integrals(shells(0, 0.08 * 1.9 ** np.arange(20)))
hf_s, hf_dense = solve_hf(s_only), solve_hf(s_dense)
assert abs(hf_s.e - hf_dense.e) < 3e-5
e_ci_s = ci_energy(s_only)
ham_s, dip_s = pair_matrices(s_only)
alpha_s_hf = finite_field_alpha(lambda f: solve_hf(s_only, f).e)
alpha_s_ci = finite_field_alpha(lambda f: lowest(ham_s + f * dip_s)[0])
assert abs(alpha_s_hf) < 1e-5 and abs(alpha_s_ci) < 1e-5


# --- one p shell, optimized for different purposes
def with_p(zeta):
    return atom_integrals(s_set + shells(1, [zeta]))


def best_exponent(objective):
    lo, hi = np.log(0.08), np.log(6.0)
    res = minimize_scalar(lambda t: objective(with_p(np.exp(t))),
                          bounds=(lo, hi), method="bounded")
    assert lo + 0.1 < res.x < hi - 0.1
    return np.exp(res.x)


zeta_pol = best_exponent(lambda a: -hf_response(a).alpha)
zeta_cor = best_exponent(ci_energy)
zeta_pol_ci = best_exponent(lambda a: -ci_response(a)[1])
at_pol, at_cor = with_p(zeta_pol), with_p(zeta_cor)
g_pol, g_cor = hf_response(at_pol), hf_response(at_cor)
e_pol, aci_pol = ci_response(at_pol)
e_cor, aci_cor = ci_response(at_cor)
gain_pol, gain_cor = e_ci_s - e_pol, e_ci_s - e_cor
assert zeta_cor / zeta_pol > 2 and zeta_cor / zeta_pol_ci > 2
assert g_cor.alpha < 0.6 * g_pol.alpha
assert gain_pol < 0.8 * gain_cor
assert abs(g_pol.e - hf_s.e) < 1e-8 and abs(g_cor.e - hf_s.e) < 1e-8

scan = []
for zeta in (0.1, 0.2, 0.4, 0.8, 1.6, 3.2):
    a = with_p(zeta)
    scan.append((zeta, hf_response(a).alpha, e_ci_s - ci_energy(a)))
assert all(row[1] <= g_pol.alpha + 1e-7 for row in scan)
assert all(row[2] <= gain_cor + 1e-8 for row in scan)

# --- response formulas against the definition of alpha
alpha_ff = finite_field_alpha(lambda f: solve_hf(at_pol, f).e)
assert abs(alpha_ff - g_pol.alpha) < 2e-5
ham_p, dip_p = pair_matrices(at_pol)
alpha_ci_ff = finite_field_alpha(lambda f: lowest(ham_p + f * dip_p)[0])
assert abs(alpha_ci_ff - aci_pol) < 2e-5
with_d = atom_integrals(s_set + shells(1, [zeta_pol]) + shells(2, [0.5]))
alpha_d = finite_field_alpha(lambda f: solve_hf(with_d, f).e)
assert abs(alpha_d - g_pol.alpha) < 2e-5

# --- terms of the one-p formula
b_len = np.linalg.norm(g_pol.b)
p_z = g_pol.b / b_len
kinetic = 2.5 * zeta_pol
nuclear = -(8 / 3) * np.sqrt(2 * zeta_pol / np.pi)
assert abs(kinetic + nuclear - p_z @ at_pol.h @ p_z) < 1e-8
j_pp, k_pp = p_z @ g_pol.coul @ p_z, p_z @ g_pol.exch @ p_z
denominator = kinetic + nuclear + j_pp + 2 * k_pp - g_pol.eps
assert abs(4 * b_len**2 / denominator - alpha_ff) < 2e-5

# --- many p shells: near-limit alpha and sizes of the orbitals
rich = atom_integrals(s_set + shells(1, 0.05 * 2.2 ** np.arange(8)))
g_rich = hf_response(rich)
other = atom_integrals(s_set + shells(1, 0.04 * 2.0 ** np.arange(10)))
alpha_other = hf_response(other).alpha
assert abs(g_rich.alpha - alpha_other) < 2e-3
assert all(row[1] < g_rich.alpha for row in scan)
assert g_pol.alpha < g_rich.alpha
pz = np.arange(len(s_exp) + 2, rich.n, 3)
outside = np.delete(g_rich.b, pz)
assert np.max(np.abs(outside)) < 1e-7
lowest_A = eigh(g_rich.A[np.ix_(pz, pz)], eigvals_only=True)[0]
assert lowest_A > 0
c_rich = lowest(pair_matrices(rich)[0])[1]
i, j = np.triu_indices(rich.n)
pair = np.zeros((rich.n, rich.n))
pair[i, j] = np.where(i == j, c_rich, c_rich / np.sqrt(2))
pair[j, i] = pair[i, j]
amp, nat = eigh(pair[np.ix_(pz, pz)])
corr_orb = np.zeros(rich.n)
corr_orb[pz] = nat[:, np.argmax(np.abs(amp))]


def rms_radius(v):
    return np.sqrt(v @ rich.r2 @ v / (v @ v))


r_1s, r_cor, r_res = [rms_radius(v) for v in
                      (g_rich.orb, corr_orb, g_rich.first)]
assert abs(r_cor / r_1s - 1) < 0.25 and r_res > 1.4 * r_cor

# --- standard basis sets at the FCI level
names = ["cc-pvdz", "cc-pvtz", "cc-pvqz",
         "aug-cc-pvdz", "aug-cc-pvtz", "aug-cc-pvqz"]
table = {}
for name in names:
    a = atom_integrals(name)
    table[name] = (a.n,) + ci_response(a)
    if name == "cc-pvtz":
        e_check = fci.FCI(scf.RHF(a.mol).run()).kernel()[0]
        assert abs(e_check - table[name][1]) < 1e-7
ref_alpha = table["aug-cc-pvqz"][2]
assert table["cc-pvqz"][1] < table["aug-cc-pvdz"][1]
assert (abs(table["cc-pvqz"][2] - ref_alpha)
        > abs(table["aug-cc-pvdz"][2] - ref_alpha))

# --- output
angstrom3 = (physical_constants["Bohr radius"][0] * 1e10) ** 3
print(f"s exponents: {len(s_exp)} from {s_exp[0]:.2f}, ratio 2.2, to {s_exp[-1]:.1f} bohr^-2")
print(f"HF energy, 14 s functions: {hf_s.e:.6f} hartree")
print(f"HF energy, 20 s functions: {hf_dense.e:.6f} hartree")
print(f"FCI energy, 14 s functions: {e_ci_s:.6f} hartree")
print(f"largest |<s|z|s'>|, s only: {np.max(np.abs(s_only.z)):.1e} bohr")
print(f"s-only alpha, finite field: HF {abs(alpha_s_hf):.4f}, FCI {abs(alpha_s_ci):.4f} bohr^3")
print("one p shell: zeta (bohr^-2), HF alpha (bohr^3), FCI energy gain (millihartree)")
for zeta, alpha, gain in scan:
    print(f"  {zeta:.1f}  {alpha:.4f}  {1000 * gain:.3f}")
print(f"best zeta for HF alpha: {zeta_pol:.3f} bohr^-2")
print(f"best zeta for FCI alpha: {zeta_pol_ci:.3f} bohr^-2")
print(f"best zeta for FCI energy: {zeta_cor:.3f} bohr^-2")
print(f"exponent ratio, energy / HF alpha: {zeta_cor / zeta_pol:.2f}")
print(f"exponent ratio, energy / FCI alpha: {zeta_cor / zeta_pol_ci:.2f}")
print(f"at alpha-best zeta: HF alpha {g_pol.alpha:.4f}, FCI alpha {aci_pol:.4f} bohr^3")
print(f"at energy-best zeta: HF alpha {g_cor.alpha:.4f}, FCI alpha {aci_cor:.4f} bohr^3")
print(f"FCI energy gain at alpha-best zeta: {1000 * gain_pol:.3f} millihartree")
print(f"FCI energy gain at energy-best zeta: {1000 * gain_cor:.3f} millihartree")
print("terms of the one-p formula at the HF-alpha-best zeta:")
print(f"  b = {b_len:.5f} bohr, eps = {g_pol.eps:.5f} hartree")
print(f"  kinetic {kinetic:.5f}, nuclear {nuclear:.5f} hartree")
print(f"  J_pp {j_pp:.5f}, K_pp {k_pp:.5f} hartree")
print(f"  denominator {denominator:.5f} hartree")
print(f"  finite-field HF alpha {alpha_ff:.4f} bohr^3; with a d shell {alpha_d:.4f} bohr^3")
print(f"HF alpha, 8 p shells: {g_rich.alpha:.4f} bohr^3 = {g_rich.alpha * angstrom3:.4f} angstrom^3")
print(f"HF alpha, 10 p shells: {alpha_other:.4f} bohr^3")
print(f"share of 8-p HF alpha: alpha-best {100 * g_pol.alpha / g_rich.alpha:.1f} %, "
      f"energy-best {100 * g_cor.alpha / g_rich.alpha:.1f} %")
print(f"lowest eigenvalue of A, p_z space: {lowest_A:.4f} hartree")
print(f"rms radius of HF 1s orbital: {r_1s:.3f} bohr")
print(f"rms radius of correlation p orbital: {r_cor:.3f} bohr")
print(f"rms radius of response p orbital: {r_res:.3f} bohr")
print("FCI: basis, functions, energy (hartree), alpha (bohr^3)")
for name, (size, energy, alpha) in table.items():
    print(f"  {name:12s} {size:3d}  {energy:.6f}  {alpha:.4f}")
print(f"FCI alpha, aug-cc-pvqz: {ref_alpha * angstrom3:.4f} angstrom^3")
print("done: every assertion held")
```

Running it gives:

```
s exponents: 14 from 0.10, ratio 2.2, to 2828.1 bohr^-2
HF energy, 14 s functions: -2.861674 hartree
HF energy, 20 s functions: -2.861680 hartree
FCI energy, 14 s functions: -2.879021 hartree
largest |<s|z|s'>|, s only: 0.0e+00 bohr
s-only alpha, finite field: HF 0.0000, FCI 0.0000 bohr^3
one p shell: zeta (bohr^-2), HF alpha (bohr^3), FCI energy gain (millihartree)
  0.1  0.7954  0.140
  0.2  1.2094  1.304
  0.4  1.0836  6.367
  0.8  0.5900  14.692
  1.6  0.2107  16.517
  3.2  0.0530  10.242
best zeta for HF alpha: 0.245 bohr^-2
best zeta for FCI alpha: 0.233 bohr^-2
best zeta for FCI energy: 1.273 bohr^-2
exponent ratio, energy / HF alpha: 5.20
exponent ratio, energy / FCI alpha: 5.46
at alpha-best zeta: HF alpha 1.2374, FCI alpha 1.3574 bohr^3
at energy-best zeta: HF alpha 0.3086, FCI alpha 0.3026 bohr^3
FCI energy gain at alpha-best zeta: 2.229 millihartree
FCI energy gain at energy-best zeta: 17.092 millihartree
terms of the one-p formula at the HF-alpha-best zeta:
  b = 0.57758 bohr, eps = -0.91795 hartree
  kinetic 0.61205, nuclear -1.05277 hartree
  J_pp 0.50758, K_pp 0.04678 hartree
  denominator 1.07838 hartree
  finite-field HF alpha 1.2374 bohr^3; with a d shell 1.2374 bohr^3
HF alpha, 8 p shells: 1.3222 bohr^3 = 0.1959 angstrom^3
HF alpha, 10 p shells: 1.3222 bohr^3
share of 8-p HF alpha: alpha-best 93.6 %, energy-best 23.3 %
lowest eigenvalue of A, p_z space: 0.8082 hartree
rms radius of HF 1s orbital: 1.089 bohr
rms radius of correlation p orbital: 1.156 bohr
rms radius of response p orbital: 2.409 bohr
FCI: basis, functions, energy (hartree), alpha (bohr^3)
  cc-pvdz        5  -2.887595  0.3027
  cc-pvtz       14  -2.900232  0.6389
  cc-pvqz       30  -2.902411  0.8946
  aug-cc-pvdz    9  -2.889548  1.3623
  aug-cc-pvtz   23  -2.900598  1.3793
  aug-cc-pvqz   46  -2.902534  1.3842
FCI alpha, aug-cc-pvqz: 0.2051 angstrom^3
done: every assertion held
```
